\section*{Screening length and substrate permittivity from two dielectric-function values}

\section{Problem}

An insulating two-dimensional sheet lies on a thick substrate, with vacuum above it. Its static dielectric function $\varepsilon(q)$ is known at two in-plane wavevectors:
\begin{equation}
\varepsilon(0.4\ \mathrm{nm^{-1}})=4.0,\qquad
\varepsilon(1.0\ \mathrm{nm^{-1}})=6.4 .
\label{eq:data}
\end{equation}
Between and around these points $\varepsilon$ is taken to be linear in $q$. Find the screening length that the sheet would have in vacuum, and the relative permittivity $\varepsilon_s$ of the substrate.

The dielectric function is defined as follows. Place an external charge density $\sigma\cos(qx)$ in the plane of the sheet. Let $\phi_0$ be the potential amplitude it would produce in that plane if all space were vacuum, and $\phi$ the amplitude with sheet and substrate present. Then
\begin{equation}
\varepsilon(q)=\frac{\phi_0}{\phi}.
\label{eq:def}
\end{equation}
The sheet responds linearly: an in-plane field $E$ induces a dipole moment per unit area $P=\alpha E$, with $\alpha$ independent of $q$. Its vacuum screening length is defined in SI units by
\begin{equation}
r_0=\frac{\alpha}{2\varepsilon_0}.
\label{eq:r0}
\end{equation}
The sheet has negligible thickness, touches the substrate and holds no free carriers. The substrate is isotropic.

\section{First estimate by scaling}

Two things screen the charge: the polarization of the sheet and that of the substrate. Their dependence on wavelength differs.

A potential of amplitude $\phi$ and wavevector $q$ has an in-plane field of order $q\phi$. The sheet acquires a polarization of order $\alpha q\phi$. Bound charge comes from the variation of polarization in space, which brings another factor $q$, so the bound charge is of order $\alpha q^2\phi$.

Outside the sheet the potential extends over a distance of order $1/q$, so the normal field there is of order $q\phi$. The charge needed to support it is of order $\varepsilon_0\kappa q\phi$, where $\kappa$ is a mean permittivity of the surroundings. The ratio of the two charges is
\begin{equation}
\frac{\text{sheet}}{\text{surroundings}}\sim
\frac{\alpha q^2\phi}{\varepsilon_0\kappa q\phi}
\sim\frac{r_0q}{\kappa}.
\end{equation}
Long waves are therefore screened mainly by the surroundings and short waves mainly by the sheet.

The simplest estimate assigns each datum to one mechanism. At the larger wavevector, neglecting the surroundings gives $\varepsilon\approx r_0q$, hence
\begin{equation}
r_0\approx\frac{6.4}{1.0\ \mathrm{nm^{-1}}}=6.4\ \mathrm{nm}.
\label{eq:estr}
\end{equation}
At the smaller wavevector, neglecting the sheet gives $\varepsilon\approx\kappa$. The two half-spaces share the same potential at the plane and the same decay length, so they contribute in proportion to their permittivities, and $\kappa=(1+\varepsilon_s)/2$. Hence
\begin{equation}
\kappa\approx4.0,\qquad \varepsilon_s\approx2(4.0)-1=7.0 .
\label{eq:ests}
\end{equation}
Each step drops a positive contribution, so both estimates should be too high. Scaling alone does not say by how much.

\section{Exact solution of the thin-sheet model}

\subsection{The potential and the charge balance}

Let $z$ point upwards from the sheet. Away from $z=0$ there is no free charge and each medium is uniform, so $\nabla^2\Phi=0$. For $\Phi=f(z)\cos(qx)$ this becomes $f''=q^2f$. The solution that is continuous at the sheet and vanishes far from it is
\begin{equation}
f(z)=\phi\,e^{-q|z|}.
\end{equation}
The normal displacement is $D_z=-\varepsilon_0\varepsilon\,\partial\Phi/\partial z$, with $\varepsilon=1$ above and $\varepsilon=\varepsilon_s$ below. Its amplitudes on the two sides are
\begin{equation}
D_z(0^+)=\varepsilon_0q\phi,\qquad
D_z(0^-)=-\varepsilon_0\varepsilon_sq\phi .
\end{equation}
The lower sign is negative because the potential rises towards the sheet from below.

The in-plane field is $E_x=-\partial\Phi/\partial x$, so $P_x=-\alpha\,\partial\Phi/\partial x$. The bound charge per unit area is
\begin{equation}
\sigma_b=-\frac{\partial P_x}{\partial x}
=\alpha\frac{\partial^2\Phi}{\partial x^2},
\end{equation}
with amplitude $-\alpha q^2\phi$. It is opposite in sign to the potential, as screening requires.

Gauss's law equates the jump of $D_z$ to the charge in the sheet. The substrate polarization is already contained in $D_z$, whereas the sheet polarization must be counted explicitly:
\begin{equation}
\varepsilon_0(1+\varepsilon_s)q\phi=\sigma-\alpha q^2\phi .
\label{eq:gauss}
\end{equation}
In vacuum, $\varepsilon_s=1$ and $\alpha=0$, so $\phi_0=\sigma/(2\varepsilon_0q)$. Solving equation (\ref{eq:gauss}) for $\sigma$ and inserting it into the definition (\ref{eq:def}) gives
\begin{align}
\varepsilon(q)
&=\frac{\sigma}{2\varepsilon_0q\phi}
=\frac{\varepsilon_0(1+\varepsilon_s)q+\alpha q^2}{2\varepsilon_0q}\nonumber\\
&=\frac{1+\varepsilon_s}{2}+r_0q=\kappa+r_0q .
\label{eq:law}
\end{align}
The intercept belongs to the surroundings and the slope to the sheet. This is why data taken on a substrate can yield a vacuum property of the sheet.

\subsection{Solving for the two unknowns}

Write the data as $\varepsilon_1=\kappa+r_0q_1$ and $\varepsilon_2=\kappa+r_0q_2$. Subtraction removes $\kappa$:
\begin{equation}
r_0=\frac{\varepsilon_2-\varepsilon_1}{q_2-q_1}
=\frac{6.4-4.0}{(1.0-0.4)\ \mathrm{nm^{-1}}}
=4.0\ \mathrm{nm}.
\label{eq:rres}
\end{equation}
The first datum then gives
\begin{equation}
\kappa=4.0-(4.0\ \mathrm{nm})(0.4\ \mathrm{nm^{-1}})=2.4,
\end{equation}
and therefore
\begin{equation}
\varepsilon_s=2\kappa-1=3.8 .
\label{eq:sres}
\end{equation}
The second datum is reproduced: $2.4+4.0=6.4$. Since $q_1\ne q_2$, no other pair satisfies both equations.

Two points can always be joined by a line, so this agreement does not test the linear law. A third value would. At $0.7\ \mathrm{nm^{-1}}$ the law predicts $2.4+2.8=5.2$.

If the same sheet were suspended in vacuum, the slope would stay at $4.0$ nm while the intercept fell to 1. The values at the two wavevectors would be $2.6$ and $5.0$.

\subsection{A solution without the thin-sheet formula}

Equation (\ref{eq:law}) can be compared with a direct solution of Poisson's equation in which the sheet is an ordinary dielectric slab of very small thickness $h$. Its in-plane permittivity must be $1+2r_0/h$, because its dipole moment per unit area is then $h\varepsilon_0(2r_0/h)E=2\varepsilon_0r_0E=\alpha E$. Its out-of-plane permittivity is set to 1.

For $h=2\times10^{-4}$ nm, $r_0=4.0$ nm and $\varepsilon_s=3.8$, a finite-element solution along $z$ gives $\varepsilon=3.9995$, $5.1989$ and $6.3978$ at $0.4$, $0.7$ and $1.0\ \mathrm{nm^{-1}}$. The thin-sheet values are $4.0$, $5.2$ and $6.4$; the largest difference is about $0.03\%$ of the value concerned. With the substrate replaced by vacuum, a line through the numerical values at $0.4$ and $1.0\ \mathrm{nm^{-1}}$ has slope $3.999$ nm and intercept $1.000$. The values on the substrate give a slope of $3.997$ nm, so the two slopes agree to within $0.1\%$.

\subsection{Sensitivity to the data}

Suppose each value of $\varepsilon$ may be wrong by up to $\delta$. The slope changes most when the two errors have opposite signs:
\begin{equation}
|\Delta r_0|\le\frac{2\delta}{q_2-q_1}.
\end{equation}
For the intercept, eliminating $r_0$ gives
\begin{equation}
\kappa=\frac{q_2\varepsilon_1-q_1\varepsilon_2}{q_2-q_1},
\qquad
|\Delta\varepsilon_s|=2|\Delta\kappa|
\le\frac{2\delta(q_1+q_2)}{q_2-q_1}.
\end{equation}
If the data are rounded to one decimal, $\delta=0.05$, and the limits are $0.17$ nm for $r_0$ and $0.23$ for $\varepsilon_s$. Both are reached for the same opposite errors, so the largest $r_0$ goes with the smallest $\varepsilon_s$.

\section{Comparison of the estimate with the solution}

The estimate gave $r_0\approx6.4$ nm against $4.0$ nm, and $\varepsilon_s\approx7.0$ against $3.8$. Both are too high, as expected. The size of the excess follows from equation (\ref{eq:law}):
\begin{align}
\frac{\varepsilon(q_2)/q_2}{r_0}&=1+\frac{\kappa}{r_0q_2}
=1+\frac{q_c}{q_2},\\
\frac{\varepsilon(q_1)}{\kappa}&=1+\frac{r_0q_1}{\kappa}
=1+\frac{q_1}{q_c},
\end{align}
where
\begin{equation}
q_c=\frac{\kappa}{r_0}=\frac{2.4}{4.0\ \mathrm{nm}}=0.60\ \mathrm{nm^{-1}}
\end{equation}
is the wavevector at which the two terms of $\varepsilon(q)$ are equal. The estimate of $r_0$ is too high by a factor $1.6$, and that of $\kappa$ by a factor $1.67$. The data lie on either side of $q_c$, but neither lies far from it.

To bring each excess down to $10\%$, one would need $q_1=0.06\ \mathrm{nm^{-1}}$ and $q_2=6\ \mathrm{nm^{-1}}$. The second choice is not useful for a layer $0.6$ nm thick: the product of wavevector and thickness would be $3.6$, and the thin-sheet model requires it to be small. For the slab of that thickness treated below, $\varepsilon/q$ at $6\ \mathrm{nm^{-1}}$ is only $1.5$ nm, worse than the $2.9$ nm obtained from the difference of its values at $0.4$ and $1.0\ \mathrm{nm^{-1}}$. A single value near $2\ \mathrm{nm^{-1}}$ gives $3.7$ nm, but only because the neglected surroundings and the thickness shift it in opposite directions.

The inverse of $q_c$ is the length $r_0/\kappa=1.67$ nm, which marks the crossover for the supported sheet. It depends on the substrate and must not be confused with the vacuum length $r_0$.

\section{A real channel on silica}

The recovered values lie in the regime of a monolayer transition-metal dichalcogenide on silica, for which a screening length of a few nanometres and a static substrate permittivity near 4 are rough typical values. Real layers have thickness, may stand off from the substrate and may hold carriers. The estimates below keep a vacuum slope of $4.0$ nm and $\varepsilon_s=3.8$ as reference values and change one assumption at a time.

\subsection{Thickness and gap}

Consider a layer of thickness $a$ between the charge and an outer medium, with permittivities $\varepsilon_\parallel$ in the plane and $\varepsilon_\perp$ normal to it. Let $s$ be the distance from the charge, and define the load $Y$ as the outward normal displacement divided by $\varepsilon_0q$ times the potential. A uniform half-space has $Y$ equal to its permittivity. In the layer, $\varepsilon_\perp f''=\varepsilon_\parallel q^2f$, so
\begin{equation}
f=A\cosh ks+B\sinh ks,\qquad
k=q\sqrt{\varepsilon_\parallel/\varepsilon_\perp}.
\end{equation}
With $M=\varepsilon_\perp k/q=\sqrt{\varepsilon_\parallel\varepsilon_\perp}$ and $t=\tanh ka$, the loads at $s=0$ and $s=a$ are
\begin{equation}
Y=-M\frac{B}{A},\qquad
Y_{\rm out}=-M\frac{At+B}{A+Bt}.
\end{equation}
Substituting $B=-AY/M$ gives $Y_{\rm out}=M(Y-Mt)/(M-Yt)$, and solving for $Y$,
\begin{equation}
Y=M\,\frac{Y_{\rm out}+Mt}{M+Y_{\rm out}t}.
\label{eq:load}
\end{equation}
Gauss's law gives $\sigma=\varepsilon_0q\phi(Y_{\rm up}+Y_{\rm down})$, so $\varepsilon(q)=(Y_{\rm up}+Y_{\rm down})/2$.

Take a slab of thickness $d=0.6$ nm with $\varepsilon_\perp=6$, and with charge and probe at mid-plane, so $a=d/2$. For small $q$, $t\approx ka$, and expanding equation (\ref{eq:load}) to first order gives
\begin{equation}
Y\approx Y_{\rm out}+qa\left(\varepsilon_\parallel-
\frac{Y_{\rm out}^2}{\varepsilon_\perp}\right).
\label{eq:small}
\end{equation}
In vacuum the slope is $(d/2)(\varepsilon_\parallel-1/\varepsilon_\perp)$. Setting it to $4.0$ nm requires $\varepsilon_\parallel=13.5$. This mid-plane slope is not quite the length defined in equation (\ref{eq:r0}). The in-plane dipole moment of the slab gives $\alpha/2\varepsilon_0=(d/2)(\varepsilon_\parallel-1)=3.75$ nm; the remaining $(d/2)(1-1/\varepsilon_\perp)=0.25$ nm comes from the out-of-plane response felt by a charge and probe inside the slab. On the substrate, equation (\ref{eq:load}) then gives $\varepsilon=3.79$ and $5.52$ at the two wavevectors. Reading these with the thin-sheet law would yield $r_0=2.9$ nm, which is $28\%$ below the mid-plane vacuum slope and $23\%$ below $\alpha/2\varepsilon_0$, and $\varepsilon_s=4.3$, which is $12\%$ above the true $3.8$.

At wavevectors ten times smaller, the same reading yields $3.6$ nm and $3.8$. The permittivity is then right, but the length remains low: $10\%$ below the mid-plane vacuum slope and $4\%$ below $\alpha/2\varepsilon_0$. Equation (\ref{eq:small}) explains most of this: on the substrate the limiting slope is
\begin{equation}
\frac d2\left(\varepsilon_\parallel-
\frac{1+\varepsilon_s^2}{2\varepsilon_\perp}\right)=3.7\ \mathrm{nm},
\end{equation}
because the normal displacement passing through the lower half of the slab causes a potential drop there. To first order this drop is the fraction $qaY_{\rm out}/\varepsilon_\perp$ of the potential at mid-plane. It lowers the load by $qaY_{\rm out}^2/\varepsilon_\perp$, which is larger over the substrate than over vacuum.

For a gap, return to the thin sheet and place $0.3$ nm of vacuum below it. The lower load follows from equation (\ref{eq:load}) with $M=1$ and $a=0.3$ nm, and the sheet adds $r_0q$ to $\varepsilon$. The values become $3.45$ and $5.47$, which would be read as $r_0=3.4$ nm and $\varepsilon_s=3.2$, both about $16\%$ low. The slab and the gap are separate estimates, and their shifts should not be added.

\subsection{Carriers and frequency}

Mobile carriers of density $n$ respond to a slowly varying potential with a charge $-e^2(dn/d\mu)\phi$, where $\mu$ is the chemical potential. Adding this to the right side of equation (\ref{eq:gauss}) adds to $\varepsilon(q)$ the term
\begin{equation}
\frac{q_s}{q},\qquad q_s=\frac{e^2}{2\varepsilon_0}\frac{dn}{d\mu}.
\end{equation}
For a parabolic band with constant density of states $D$, integrating the Fermi function gives $n=Dk_BT\ln(1+e^{\mu/k_BT})$. Differentiation and elimination of $\mu$ give
\begin{equation}
\frac{dn}{d\mu}=\frac{D}{1+e^{-\mu/k_BT}}
=D\left(1-e^{-n/Dk_BT}\right).
\end{equation}
Take a mass of $0.5$ electron masses, fourfold degeneracy and 300 K. Then $D=4.18\ \mathrm{eV^{-1}\,nm^{-2}}$, $k_BT=0.0259$ eV and $e^2/(2\varepsilon_0)=9.05$ eV nm. At $q=0.4\ \mathrm{nm^{-1}}$ this long-wavelength estimate adds $0.09$ for $n=10^{10}\ \mathrm{cm^{-2}}$ and $8.4$ for $10^{12}\ \mathrm{cm^{-2}}$. The latter is about twice the datum itself. At this wavevector the carriers respond about $7\%$ more weakly than in the long-wavelength limit, so within this model both shifts are slightly overestimated. The model treats the carriers as non-interacting. At $10^{12}\ \mathrm{cm^{-2}}$ their screened interaction at the spacing $1/\sqrt{\pi n}=5.6$ nm is about $0.10$ eV, nearly $4k_BT$, so the value $8.4$ gives only the rough size of the effect. A shift of $1\%$ is reached near $5\times10^9\ \mathrm{cm^{-2}}$. Under these conditions the two-parameter reading fails for a channel that is switched on. Depleting the channel removes this error, but not those due to thickness and gap.

The substrate also responds differently at high frequency. With a rough optical permittivity of $2.1$ for silica and $r_0$ held fixed, the two values would be $3.15$ and $5.55$. In the thin-sheet model both fall by $0.85$, so the slope still gives $4.0$ nm, while the intercept gives the permittivity at the frequency of the measurement. For a layer of finite thickness the two values fall by unequal amounts, and both readings are affected. For the slab above, with its permittivities held fixed, the values fall by about $0.7$ and $0.5$; the length then reads $3.2$ nm instead of $2.9$ nm, and the substrate permittivity reads $2.5$ instead of $2.1$.

All numerical values are calculated from the stated model.
